# Why closely spaced Coulomb traps turn Poole-Frenkel leakage linear in field

## The decision: which field law to extrapolate

Suppose that leakage through a dielectric is controlled by electrons crossing trap barriers thermally, and that the current is known at high field but needed at low field. The extrapolation then requires a law for the trap barrier. If the barrier falls as the square root of the field, the logarithm of the current is extended along one curve; if it falls linearly, along another.

The choice matters. Take a trap 2 eV deep in a medium of relative permittivity 2.5, and reduce the force on the electron from 0.040 to 0.005 eV/Å. For an isolated trap the barrier rises from 1.0400 to 1.6606 eV, by 0.6206 eV. For a hop to an equal, empty trap 20 Å away it rises from 0.7698 to 1.0866 eV, by 0.3168 eV. At 300 K, where $kT=0.02585$ eV, the Boltzmann factor falls by $e^{24.0}$ in the first case and by $e^{12.3}$ in the second. The two factors differ by about $10^5$. That figure compares the two geometries when only the current at the upper force is known. If the slope there is known too, the gap is smaller: matched to the value and slope of the pair's barrier at 0.040 eV/Å, the linear law gives a rise of 0.292 eV and the square-root law 0.432 eV, so the two extrapolations differ by a factor of about 200. These factors hold for crossing over the barrier. At 300 K an electron of free mass would mostly tunnel between traps 20 Å apart, and at the higher force tunnelling out of the isolated trap would match or exceed thermal crossing, as estimated below. The numbers therefore compare two barrier laws and do not predict the leakage of a real film.

The linear law applies when the saddle between the traps stays near their midpoint. It also requires that hops between close traps carry the current through the film. A close pair standing alone does not suffice.

## What sets the field law: the position of the saddle

The algebra uses atomic units. The traps are donor-like: neutral when occupied, with charge $+1$ when empty. $F>0$ is the force on the electron, directed along $+x$; the electric field points the other way because the electron is negative. The relative permittivity $\kappa$ screens the attraction between electron and trap. The electron crosses the barrier classically, and tunnelling is left out.

That omission limits where the model applies. For an electron of free mass, the semiclassical tunnelling factor through the barrier of the 20 Å pair used below is about $e^{-13}$ at zero field, while the thermal factor at 300 K is $e^{-44}$. Lattice relaxation slows tunnelling, but it would have to add an activation energy of about 0.8 eV to make the two exponents equal. Without it they become equal only at a spacing near 60 Å, and at a larger one for a lighter electron. The 20 Å pair therefore illustrates the field law of the barrier, not the current of a real film at room temperature.

The isolated trap meets a similar limit at high field. For a free-mass electron at 0.040 eV/Å and 300 K, the semiclassical exponent for tunnelling from the trap level is about 34 along the field line, against 40 for thermal crossing. The gap is small enough for prefactors to matter: the three-dimensional field-ionization rate exceeds the thermal rate by a factor near 90 for an attempt rate of $10^{13}$ s$^{-1}$, and the two are about equal for $10^{15}$ s$^{-1}$. At 0.020 eV/Å and below, thermal crossing has the smaller exponent.

For one trap at the origin the potential energy is

$$V(x)=-\frac{1}{\kappa x}-Fx,\qquad x>0 .$$

Setting $V'=1/(\kappa x^2)-F$ to zero gives the top at $r=1/\sqrt{\kappa F}$. It is a maximum because $V''=-2/(\kappa x^3)<0$. There both terms of $V$ equal $-\sqrt{F/\kappa}$, so the top lies $2\sqrt{F/\kappa}$ below the zero-field continuum edge. With $I$ the depth of the isolated trap,

$$B_{\rm iso}(F)=I-2\sqrt{F/\kappa}.$$

This is the Poole-Frenkel law. Its origin is clearer in a form that holds for any smooth, static trap potential $U(x)$. Write $V=U(x)-Fx$ and let $x_s(F)$ be the position of the top. The energy of the top changes with force as

$$\frac{d}{dF}V(x_s,F)=V'(x_s)\frac{dx_s}{dF}-x_s=-x_s ,$$

since $V'(x_s)=0$. The field potential is zero at the starting trap, and polarization of the bound state is neglected, so the trap level does not depend on $F$. Hence

$$-\frac{dB}{dF}=x_s(F),\qquad B(0)-B(F)=\int_0^F x_s(F')\,dF' .$$

The field slope of the barrier is the distance from the trap to the saddle. For an isolated trap that distance shrinks as $F^{-1/2}$, and its integral is $2\sqrt{F/\kappa}$. If something holds the saddle at a fixed distance, the integral is a straight line.

## How a close neighbour pins the saddle

Place an equal, empty trap at $x=s$, down-field from the first. Between the traps

$$V(x)=-\frac{1}{\kappa x}-\frac{1}{\kappa(s-x)}-Fx .$$

At $F=0$ the top is at $x=s/2$ by symmetry. Each centre contributes $-2/(\kappa s)$, so the top has energy $-4/(\kappa s)$. The neighbour also lowers the starting level, by its potential $1/(\kappa s)$ at the first trap. The level is therefore $-I-1/(\kappa s)$, and

$$B(0)=-\frac{4}{\kappa s}+I+\frac{1}{\kappa s}=I-\frac{3}{\kappa s}.$$

Leaving out the level shift would make the barrier too low by $1/(\kappa s)$ at every field. It would not change the slope.

For finite force, put $x=(s/2)(1+t)$, so that $t=0$ is the midpoint and $t=-1$ the starting trap. Then

$$\frac1x+\frac1{s-x}=\frac2s\left(\frac1{1+t}+\frac1{1-t}\right)=\frac{4}{s(1-t^2)} .$$

Define the reduced force

$$f=\frac{\kappa F s^2}{16}.$$

With it, $Fs/2=(4/\kappa s)\,2f$, and the potential becomes

$$V=-\frac{4}{\kappa s}\,w,\qquad w=\frac{1}{1-t^2}+2f(1+t).$$

The top of $V$ is the minimum of $w$. There is one minimum in $-1<t<1$, because $1/(1-t^2)$ is convex and grows without limit at both ends. Setting $dw/dt=2t/(1-t^2)^2+2f=0$ gives

$$t=-f(1-t^2)^2 .$$

Thus $t$ is negative: the saddle moves toward the starting trap. Since $(1-t^2)^2\le1$, the shift obeys $0\le -t\le f$. For small $f$, inserting $t^2\simeq f^2$ on the right gives

$$t=-f(1-2f^2+\dots)=-f+2f^3+O(f^5).$$

The saddle stays near the midpoint because the two attractions balance there and their imbalance grows in proportion to the displacement. A weak force therefore produces a small shift. A lone trap offers no such balance at finite distance, and its saddle comes in from infinity as the force is switched on.

## How large the lowering is

At the minimum, $dw/df=2(1+t)$, by the argument used for $dB/dF$. Since $w=1$ at $f=0$,

$$w-1=\int_0^f 2(1-f'+2f'^3+\dots)\,df'=2f-f^2+f^4+O(f^6).$$

Multiplication by $4/(\kappa s)$ gives the lowering. The first term is $Fs/2$. The second is

$$\frac{4}{\kappa s}f^2=\frac{4}{\kappa s}\,\frac{\kappa^2F^2s^4}{256}=\frac{\kappa F^2s^3}{64}.$$

The barrier is therefore

$$B(F)=I-\frac{3}{\kappa s}-\frac{Fs}{2}+\frac{\kappa F^2s^3}{64}+O(F^4).$$

The bound on $t$ also gives limits valid at any force in this model. As $1-f\le1+t\le1$, integration yields

$$\frac{Fs}{2}\left(1-\frac f2\right)\le B(0)-B(F)\le\frac{Fs}{2}.$$

The linear law thus overstates the lowering by at most a fraction $f/2$ of $Fs/2$.

The parameter $f$ has a direct geometrical meaning. With $r=1/\sqrt{\kappa F}$, the saddle distance of the isolated trap,

$$f=\left(\frac{s}{4r}\right)^2 .$$

"Closely spaced" therefore means $s\ll4r$. The same pair can be close at one field and wide at another, provided its barrier has not vanished first. A convenient marker is $F_\times=16/(\kappa s^2)$, where $f=1$ and the two leading lowerings, $Fs/2$ and $2\sqrt{F/\kappa}$, are equal. The saddle distance changes its behaviour at a lower force: $s/2$ equals $r$ already at $f=1/4$.

### The return to the square root

For $f\gg1$ the saddle approaches the starting trap. Let $\delta=1+t$, which is then small. Splitting the fraction gives

$$w=\frac{1}{2\delta}+2f\delta+\frac{1}{2(2-\delta)} .$$

The first two terms have their minimum at $\delta=1/(2\sqrt f)$, with value $2\sqrt f$. The last term is $1/4+\delta/8+\dots$, so $w\simeq2\sqrt f+1/4+1/(16\sqrt f)$. With the level shift included,

$$B\simeq I+\frac1{\kappa s}-\frac4{\kappa s}\left(2\sqrt f+\frac14+\frac1{16\sqrt f}\right)=I-2\sqrt{\frac F\kappa}-\frac{1}{4\kappa s\sqrt f}.$$

The neighbour's shift of the level cancels its shift of the top, and the isolated barrier returns with its own intercept $I$. The remaining correction vanishes as the force grows.

## A close pair and a wide pair in numbers

The parameters are round model values: $\kappa=2.5$, $I=2$ eV, $T=300$ K, and spacings of 20 and 200 Å. In eV and Å, each $1/\kappa$ in a Coulomb energy becomes $c=e^2/(4\pi\varepsilon_0\kappa)=5.76$ eV Å.

For the close pair, $c/s=5.76/20=0.288$ eV. The zero-field barrier is $2-3(0.288)=1.136$ eV. At $F=0.010$ eV/Å,

$$f=\frac{0.010\times20^2}{16\times5.76}=0.0434 .$$

The linear term is $0.010\times20/2=0.1000$ eV. The quadratic term is $0.010^2\times20^3/(64\times5.76)=0.0022$ eV. Their difference, 0.0978 eV, agrees with direct maximization of the potential, and the barrier is $1.1360-0.0978=1.0382$ eV.

The saddle distances and barriers found by direct maximization are:

| $F$ (eV/Å) | $x_s$ close (Å) | $B$ close (eV) | $B$ isolated (eV) |
|---|---|---|---|
| 0.005 | 9.78 | 1.087 | 1.661 |
| 0.010 | 9.57 | 1.038 | 1.520 |
| 0.020 | 9.14 | 0.945 | 1.321 |
| 0.040 | 8.36 | 0.770 | 1.040 |

Between 0.010 and 0.040 eV/Å the close saddle keeps 0.873 of its distance, while the isolated saddle keeps half. The lowering of the close pair grows from 0.0978 to 0.3662 eV, a factor of 3.74. A linear law would give 4 and a square root 2. At the upper force the linear law predicts 0.400 eV, which is 9 percent above the computed lowering.

The wide pair behaves differently under the same forces. At 0.010 eV/Å it has $f=4.34$, and its saddle lies 23.8 Å from the starting trap, far from the midpoint at 100 Å. Its barrier is 1.5161 eV, against 1.5200 eV for the isolated trap. The leading correction derived above is $0.0288/(4\sqrt{4.34})=0.0035$ eV, close to the difference of 0.0039 eV. The formula for $F_\times$ gives 0.230 eV/Å (23.0 MV/cm) for the close pair and 0.0023 eV/Å (0.23 MV/cm) for the wide one. The factor of 100 follows from the square of the spacing. For the close pair the value is only a formal scale: its classical barrier already vanishes at 0.153 eV/Å, where $f=0.67$. The saddle distance there is 5.6 Å, against 6.1 Å for the isolated trap, and it falls as about $F^{-0.4}$. The pair has left the linear regime and approaches the square-root slope, but it never reaches the large-$f$ limit in which the isolated barrier returns.

## What the midpoint does and does not explain

Linearity comes from the pinning of the saddle. The midpoint fixes the value of the slope. The two roles separate if the neighbour has charge $Z$ instead of 1. At zero field the forces balance where

$$\frac1{x^2}=\frac{Z}{(s-x)^2}\quad\Rightarrow\quad s-x=\sqrt Z\,x\quad\Rightarrow\quad x_s(0)=\frac{s}{1+\sqrt Z}.$$

For $Z=2$ and $s=20$ Å this is 8.28 Å, and the computed low-field slope has that value. The law is still linear at low field, but its slope is no longer $s/2$. If the neighbour is neutral, it exerts no Coulomb pull in this model, and the square root returns.

Orientation also changes the slope. Let the force make an angle $\theta$ with the line from the first trap to the second, and let $u$ and $v$ be displacements from the midpoint along and across that line. A centre at distance $a=s/2$ gives $-1/(\kappa r)$ the second derivatives $-2/(\kappa a^3)$ along the line and $+1/(\kappa a^3)$ across it. For two centres these double, to $-32/(\kappa s^3)$ and $+16/(\kappa s^3)$. To second order

$$V\simeq-\frac4{\kappa s}-\frac{16u^2}{\kappa s^3}+\frac{8v^2}{\kappa s^3}-F\cos\theta\left(\frac s2+u\right)-F\sin\theta\,v .$$

The stationary point is $u=-\kappa s^3F\cos\theta/32$, $v=\kappa s^3F\sin\theta/16$. Substitution gives the change of the pass energy,

$$\Delta V=-\frac{Fs}{2}\cos\theta+\frac{\kappa F^2s^3}{64}\left(\cos^2\theta-2\sin^2\theta\right).$$

The linear slope is half the projection of the spacing on the force direction. A pair at right angles to the force has no linear term; its barrier falls quadratically. A spacing deduced from a slope is therefore a projected one.

## From barrier to current

The second trap's level lies $Fs$ below the first when its electron is present and the first trap is empty. Both directions share one saddle, so the backward barrier is $B(F)+Fs$. For equal attempt rates and equal occupation factors in the two directions, the net rate is proportional to

$$e^{-B(F)/kT}\left(1-e^{-Fs/kT}\right).$$

To second order in $F$, write $B=B(0)-Fs/2+Q$, with $Q=\kappa F^2s^3/64$, and move the factor $e^{Fs/2kT}$ into the bracket:

$$\text{net rate}\propto 2\,e^{-[B(0)+Q]/kT}\sinh\frac{Fs}{2kT}.$$

For $Fs\ll kT$ the rate is proportional to $F$, which is ohmic. For $Fs\gg kT$ with $Q\ll kT$, its logarithm is linear in $F$ with slope $s/(2kT)$.

For the close pair, the condition on $Q$ is stricter than a small relative error in the barrier lowering. Setting $Q=kT$ gives

$$F_T=8\sqrt{\frac{kT}{\kappa s^3}},\qquad f(F_T)=\frac{\kappa s^2F_T}{16}=\frac12\sqrt{\kappa s\,kT}.$$

For the close pair $F_T=0.0345$ eV/Å (3.45 MV/cm), where $f$ is only 0.15. The linear law then overstates the lowering by less than 8 percent of $Fs/2$, yet the forward rate is 0.376 of its prediction. This is near $e^{-1}=0.368$; the positive $f^4$ term in the lowering accounts for most of the difference. At 0.005 eV/Å, by contrast, the net rate is 0.979 of the hyperbolic-sine law without $Q$.

## Why one close pair is not enough

After the hop, the electron sits in the second trap and the first is empty. If no further close trap lies down-field, the electron must escape from the pair. At distance $y$ beyond the second trap, with energies measured from the field potential there,

$$V(y)=-\frac1{\kappa y}-\frac1{\kappa(y+s)}-Fy .$$

At low field the saddle is far away. With $R=y+s/2$ and $R\gg s/2$, the two centres act as one charge of 2:

$$V\simeq-\frac{2}{\kappa R}-FR+\frac{Fs}{2}.$$

The top is at $R=\sqrt{2/(\kappa F)}$, where each of the first two terms is $-\sqrt{2F/\kappa}$. Subtracting the level $-I-1/(\kappa s)$ gives

$$B_{\rm out}\simeq I+\frac1{\kappa s}-2\sqrt{\frac{2F}{\kappa}}+\frac{Fs}{2}.$$

This barrier has a square-root term at low field because its saddle is free to move. It is also the higher one in the example: 1.682 eV against 1.038 eV at 0.010 eV/Å, and 1.150 eV against 0.770 eV at 0.040 eV/Å. The far-field formula gives 1.709 eV at the lower force; it is only approximate there, since $R=34$ Å is not much greater than $s/2=10$ Å. Between these forces the outer saddle distance falls to 0.464 of its value.

An isolated close pair thus exchanges its electron internally over a barrier with linear lowering, but releases it over a higher barrier with a different field law. Linear lowering can control the bulk current when close empty traps continue through the film and the electron crosses the barriers thermally. The pair formula gives the form of one step of such a path, not its exact barrier. In a long, evenly spaced row of empty traps the zero-field saddle is still at the midpoint, but the barrier becomes $I-4\ln2/(\kappa s)$, which is 1.20 eV instead of 1.136 eV at a spacing of 20 Å. Other charged traps, compensating charges and disorder would alter the potential and must be added for a quantitative film model.

## What to do in practice

**Check the regime before fitting.** Estimate $f=\kappa Fs^2/16$ at the highest force used. The linear law overstates the lowering by at most a fraction $f/2$ of the linear value $Fs/2$. For a current, also check that $Q$ is well below $kT$. If it is not, keep the quadratic term, provided that the next term of the series, $4f^4/(\kappa s)$, is well below $kT$. Otherwise solve $t=-f(1-t^2)^2$ numerically and compute the barrier from the saddle found.

**Use the local slope as a saddle distance.** For a field-independent prefactor, differentiating the logarithm of the net rate gives

$$kT\,\frac{d\ln J}{dF}=x_s(F)+\frac{s}{e^{Fs/kT}-1}.$$

The last term comes from backward hops. For the close pair it is about 0.4 Å at 0.005 eV/Å and about 0.01 Å at 0.010 eV/Å. Once it is negligible, compare the slope at $F$ and $4F$. A nearly constant value is what a pinned saddle gives; a value that halves is what a square-root law gives. Both readings assume a field-independent prefactor. A prefactor proportional to $F$, as in the usual Poole-Frenkel current, adds $kT/F$ to the slope, and this must be subtracted first. The halving alone does not separate Poole-Frenkel emission from other processes with a square-root law, such as field-lowered emission from an electrode. Nor does a constant slope prove that the electron crosses over a pinned saddle: a tunnelling hop between equal sites also gives a slope near $s/2$ when the lattice reorganization energy is much larger than $Fs$. The comparison needs no assumed zero-field barrier.

**Do not extract a permittivity from a square-root plot in the linear regime.** Matching the local slope to the isolated law means setting $x_s=1/\sqrt{\kappa_{\rm app}F}$. In eV and Å this gives $\kappa_{\rm app}=\kappa\,c/(Fx_s^2)$. For the close pair, $2.5\times5.76/(0.010\times9.57^2)=15.7$, while the same calculation at 0.040 eV/Å gives 5.2. The input was 2.5. In this example both the size of the apparent permittivity and its drift with field come from applying the isolated-trap law to a pinned saddle. In measured data they do not identify the cause, because a tunnelling hop with a nearly constant slope can give similar values.

**Read the intercept as a pair barrier.** For a single pair in the linear regime the zero-field intercept is $I-3/(\kappa s)$, here 1.136 eV for a trap 2 eV deep. The depth follows after $3/(\kappa s)$ is added back, using an independently known permittivity and the spacing $s$. The model uses one permittivity for both the level shift and the barrier top; where the static and high-frequency values of a material differ appreciably, this correction is uncertain. For the evenly spaced row of empty traps described above, the amount to add is $4\ln2/(\kappa s)$ instead. For a pair along the force, $s$ follows from the low-field slope of the barrier; for an oblique pair that slope gives only the projection of $s$, and the angle must be known too.

**Do not reduce the spacing without limit.** Smaller $s$ improves the linear law but lowers the barrier. The classical barrier at zero field vanishes at $s=3/(\kappa I)$, which is 8.6 Å for these parameters. Tunnelling matters at much larger spacings: by the estimate given with the model, its exponent is already the smaller one below about 60 Å for a free-mass electron at 300 K. As $s$ approaches 8.6 Å, even the assumption of two separate levels needs a quantum calculation. The numerical output below applies to the classical point-charge model.

## Values computed for the example and the checks

```
relative permittivity: 2.5
isolated trap depth I: 2.000 eV
temperature: 300 K; kT: 0.02585 eV
Coulomb constant c: 5.7599 eV angstrom
close, wide spacing: 20, 200 angstrom
close pair, neighbour level shift c/s: 0.2880 eV
close pair, zero-force top: -1.1520 eV
close pair, zero-force barrier: 1.1360 eV
wide pair, zero-force barrier: 1.9136 eV
close pair, force at f=1: 0.23039 eV/angstrom = 23.039 MV/cm
wide pair, force at f=1: 0.00230 eV/angstrom = 0.230 MV/cm
-- force 0.005 eV/angstrom; f close, wide: 0.0217, 2.170
saddle close, wide, isolated: 9.783, 33.259, 33.941 angstrom
barrier close, wide, isolated: 1.0866, 1.6548, 1.6606 eV
close pair: lowering 0.0495 eV; linear law 0.0500 eV
close pair, quadratic term: 0.00054 eV
outer barrier of isolated close pair: 1.8481 eV
-- force 0.010 eV/angstrom; f close, wide: 0.0434, 4.340
saddle close, wide, isolated: 9.568, 23.780, 24.000 angstrom
barrier close, wide, isolated: 1.0382, 1.5161, 1.5200 eV
close pair: lowering 0.0978 eV; linear law 0.1000 eV
close pair, quadratic term: 0.00217 eV
outer barrier of isolated close pair: 1.6823 eV
-- force 0.020 eV/angstrom; f close, wide: 0.0868, 8.681
saddle close, wide, isolated: 9.145, 16.898, 16.970 angstrom
barrier close, wide, isolated: 0.9446, 1.3185, 1.3212 eV
close pair: lowering 0.1914 eV; linear law 0.2000 eV
close pair, quadratic term: 0.00868 eV
outer barrier of isolated close pair: 1.4572 eV
-- force 0.040 eV/angstrom; f close, wide: 0.1736, 17.362
saddle close, wide, isolated: 8.356, 11.975, 12.000 angstrom
barrier close, wide, isolated: 0.7698, 1.0382, 1.0400 eV
close pair: lowering 0.3662 eV; linear law 0.4000 eV
close pair, quadratic term: 0.03472 eV
outer barrier of isolated close pair: 1.1504 eV
-- saddle distance at 0.04 over that at 0.01 eV/angstrom
close pair: 0.873; wide pair: 0.504
isolated trap: 0.500; outer saddle: 0.464
low-force slope, neighbour charge 2: 8.284 angstrom
net rate over sinh law at 0.005 eV/angstrom: 0.9792
force F_T (quadratic term = kT): 0.03451 eV/angstrom = 3.451 MV/cm
forward rate over linear-law rate at F_T: 0.376
series remainder over f^4 at f=0.1: 0.971
```
